# The T0 anomaly from a Gaussian spread of pinched-off patches

## Result and conventions

Let a metal contact on an n-type semiconductor have a uniform barrier $\Phi_0$, interrupted by small circular patches of lower barrier. If the strong patches carry the current and the bias dependence of their averaged area prefactor is neglected, the ideality factor $n$ obeys

$$1-\frac1n=\frac{T_0}{T},\qquad T_0=\frac{q\sigma^2}{3k\,\eta^{2/3}V_b^{1/3}} .\tag{1}$$

Here $\sigma$ is the width of the patch-strength distribution defined below, $V_b$ is the band bending, and $\eta=\varepsilon/(qN)$, with permittivity $\varepsilon$ and doping $N$. Equivalently,

$$n=\frac{T}{T-T_0},\qquad nT=T+T_0+\frac{T_0^2}{T-T_0}.\tag{2}$$

For $T_0\ll T$ this gives $n-1\approx T_0/T$, the $T_0$ anomaly. Within the model, the strict inverse-temperature law holds for $1-1/n$ at fixed $V_b$.

Potentials and barriers are in volts, $\beta=q/kT$, and forward bias $V$ is positive. With $V_n$ the distance from the Fermi level to the conduction band in the bulk,

$$V_b=\Phi_0-V_n-V,\qquad \frac{dV_b}{dV}=-1\quad\text{at fixed }T.$$

The ideality factor of the current density $J$ is defined by

$$\frac1n=\frac1\beta\frac{d}{dV}\ln\frac{J}{1-e^{-\beta V}} .\tag{3}$$

Since $e^{\beta V}-1=e^{\beta V}(1-e^{-\beta V})$, a bias-independent barrier gives $n=1$.

## The saddle in front of one patch

In the depletion approximation, which neglects the tail of mobile electrons, the depletion width is $W=\sqrt{2\eta V_b}$ and the interface field is $F=2V_b/W=\sqrt{2V_b/\eta}$. At depth $z$ the unperturbed band edge, measured from the metal Fermi level, is

$$E_0(z)=\Phi_0-V_b+V_b(1-z/W)^2=\Phi_0-Fz+\frac{z^2}{2\eta}.$$

The last form uses $W^2=2\eta V_b$.

A patch of radius $R$ has its barrier reduced by $\Delta$. The extra potential obeys Laplace's equation, equals $\Delta$ on the disc and zero on the rest of the contact plane, and vanishes far away. Changes in the depletion charge are neglected. The half-space solution is the surface integral of $\Delta z/(2\pi d^3)$ over the disc, where $d$ is the distance to the surface element. On the axis this gives

$$p(z)=\Delta z\int_0^R\frac{r\,dr}{(r^2+z^2)^{3/2}}
=\Delta\left[1-\frac{z}{\sqrt{z^2+R^2}}\right].\tag{4}$$

For $z\gg R$, $p\approx D/(2z^2)$ with $D=\Delta R^2$. At distance $\rho$ from the axis the far potential is $Dz/[2(\rho^2+z^2)^{3/2}]$.

Close to the interface, $z\ll W$, the term $z^2/(2\eta)$ can be dropped. The edge on the axis is then $\Phi_0-Fz-D/(2z^2)$. Its derivative vanishes when

$$-F+\frac{D}{z_*^3}=0,\qquad z_*=(D/F)^{1/3}.\tag{5}$$

The second derivative, $-3D/z_*^4$, is negative, so this is a maximum along the axis. The surrounding high barrier has pinched off the patch: electrons must cross this maximum before reaching the low interface. For the disc (4), the slope at $z=0$ is $-F+\Delta/R$, so pinch-off requires $\Delta>RF$.

The saddle lies below $\Phi_0$ by

$$L=Fz_*+\frac{D}{2z_*^2}=\frac32Fz_*=\frac32D^{1/3}F^{2/3}.$$

Define the patch strength $\gamma=3(D/4)^{1/3}$. Then $D^{1/3}=4^{1/3}\gamma/3$, while $F^{2/3}=2^{1/3}(V_b/\eta)^{1/3}$. The numerical factor is $\frac32\cdot\frac13\cdot4^{1/3}\cdot2^{1/3}=1$, hence

$$L=\gamma\left(\frac{V_b}{\eta}\right)^{1/3}.\tag{6}$$

Forward bias reduces $V_b$ and therefore raises the saddle. The current grows more slowly than $e^{\beta V}$, which makes $n>1$.

This has a geometric form that needs neither the far-field nor the linear-field approximation. For a fixed patch in the parabolic depletion potential,

$$L=Fz-\frac{z^2}{2\eta}+p(z)$$

at the stationary point. Its total derivative contains no contribution from the movement of $z$, because $\partial L/\partial z=0$. Only $F$ depends explicitly on $V_b$, and $dF/dV_b=F/(2V_b)=1/W$. Therefore

$$\frac{dL}{dV_b}=\frac{z}{W}.\tag{7}$$

Apart from its area prefactor, one patch has $1-1/n$ equal to its saddle depth divided by the depletion width.

## The effective area

Near the axis, expansion of the far potential at $z_*$ gives

$$-\frac{Dz_*}{2(\rho^2+z_*^2)^{3/2}}
\approx-\frac{D}{2z_*^2}+a\rho^2,\qquad a=\frac{3D}{4z_*^4}.$$

Symmetry excludes a quadratic cross term between $\rho$ and $z-z_*$. Thermionic emission over the saddle therefore has the effective area

$$A=\int_0^\infty2\pi\rho\,e^{-\beta a\rho^2}d\rho
=\frac{\pi}{\beta a}=\frac{4\pi z_*^4}{3\beta D}
=\frac{4\pi z_*}{3\beta F}.$$

The last step uses $D=Fz_*^3$. Inserting $z_*=4^{1/3}(\gamma/3)F^{-1/3}$ and $F^{4/3}=4^{1/3}(V_b/\eta)^{2/3}$ gives

$$A=\frac{4\pi\gamma}{9\beta}\left(\frac{\eta}{V_b}\right)^{2/3}.\tag{8}$$

This is the leading term for $\beta L\gg1$. The current of one patch is

$$I=A^*T^2A\,e^{-\beta(\Phi_0-L)}(e^{\beta V}-1),$$

where $A^*$ is the Richardson constant.

## The Gaussian average

Let $c$ be the number of patches per unit contact area. Their strengths follow a half-Gaussian,

$$g(\gamma)=\sqrt{\frac2\pi}\frac1\sigma e^{-\gamma^2/2\sigma^2},\qquad\gamma>0,$$

normalized to one. Set $b=\beta(V_b/\eta)^{1/3}$, so that $\beta L=b\gamma$, and $s=\sigma b$. Completing the square,

$$-\frac{\gamma^2}{2\sigma^2}+b\gamma
=-\frac{(\gamma-s\sigma)^2}{2\sigma^2}+\frac{s^2}{2}.$$

The rarity of strong patches competes with their low saddles, and the dominant strength is $\gamma_*=s\sigma$. Integration over positive $\gamma$ gives

$$\langle e^{b\gamma}\rangle=2\Phi_N(s)e^{s^2/2},\tag{9}$$

where $\Phi_N$ is the standard normal distribution function and $\phi$ will denote its density.

The area adds a factor $\gamma$. Differentiating the unnormalized integral by parts, or writing $\gamma=(\gamma-s\sigma)+s\sigma$, gives

$$\langle\gamma e^{b\gamma}\rangle
=2s\sigma\Phi_N(s)e^{s^2/2}+\sigma\sqrt{2/\pi}.$$

For $s\gg1$ this tends to $2s\sigma e^{s^2/2}$. Multiply by $c$ and by the remaining factors of (8), and use $s\sigma=\beta\sigma^2(V_b/\eta)^{1/3}$. The total current is

$$J=A^*T^2e^{-\beta\Phi_0}(e^{\beta V}-1)
\left[1+f e^{s^2/2}\right],\quad
f=\frac{8\pi c\sigma^2}{9}\left(\frac{\eta}{V_b}\right)^{1/3}.\tag{10}$$

The 1 is the current over the uniform barrier.

Now let $fe^{s^2/2}\gg1$ and hold $f$ constant when the bias changes. Since $s^2\propto V_b^{2/3}$,

$$\frac{d}{dV}\frac{s^2}{2}=-\frac12\frac{ds^2}{dV_b}
=-\frac{s^2}{3V_b}.$$

Equation (3) becomes $1/n=1-s^2/(3\beta V_b)$. Substitution of $s^2=\beta^2\sigma^2(V_b/\eta)^{2/3}$ leaves one power of $\beta$:

$$1-\frac1n=\frac{s^2}{3\beta V_b}
=\frac{\beta\sigma^2}{3\eta^{2/3}V_b^{1/3}}=\frac{T_0}{T},$$

which is (1).

The temperature dependence comes from selection. Cooling moves the dominant strength upward as $\gamma_*\propto1/T$. Stronger patches have deeper saddles, with $z_*\propto\gamma$, and by (7) these respond more to bias. In the linear-field model, $L_*=\gamma_*(V_b/\eta)^{1/3}=s^2/\beta$ and $L_*=\frac32Fz_*=3V_bz_*/W$. Therefore

$$\frac{z_*}{W}=\frac{T_0}{T},\qquad L_*=3V_b\frac{T_0}{T}.\tag{11}$$

The averaged exponent corresponds to half this lowering, $s^2/(2\beta)=\frac32V_bT_0/T$; the other half pays for the rarity of such patches. Thus $T_0$ from the ideality should not be inserted into the barrier exponent by replacing $T$ with $T+T_0$. To first order, that replacement would give a lowering $(\Phi_0-V)T_0/T$, not $\frac32V_bT_0/T$.

## Corrections and the limit of small spread

**Area and background.** Restoring $f\propto V_b^{-1/3}$ adds $-1/(3V_b)$ to the derivative of $\ln(fe^{s^2/2})$ with respect to $V_b$. Differentiating the full bracket in (10) also introduces the patch share $w=fe^{s^2/2}/(1+fe^{s^2/2})$:

$$1-\frac1n=w\frac{s^2-1}{3\beta V_b}
=w\frac{T_0}{T}\left(1-\frac1{s^2}\right).\tag{12}$$

Freezing the area thus requires $s^2\gg1$. A large share $w$ is a separate requirement.

**The cut-off at zero strength.** With a constant area, differentiation of (9) and $ds/dV_b=s/(3V_b)$ give

$$1-\frac1n=\frac{T_0}{T}\left[1+\frac{\phi(s)}{s\Phi_N(s)}\right].$$

For $s\ll1$, $\phi/\Phi_N\to\sqrt{2/\pi}$ and the second term dominates. The excess tends to $\sqrt{2/\pi}\,\sigma/(3\eta^{1/3}V_b^{2/3})$, which is independent of temperature at fixed $V_b$. There is then no selection of strong patches and no $T_0$ law. This limit describes the constant-area average; the saddle area (8) itself fails when $\beta L$ is small.

**Finite patches and curved bands.** Suppose all patches have the same $\Delta$ and differ in radius. The next term of (4) is $-3\Delta R^4/(8z^4)$. To first order, a perturbation changes $L$ by its value at the old saddle. Using $\Delta R^2=Fz_*^3$ and $F^2=2V_b/\eta$,

$$\delta L=-\frac{z_*^2}{2\eta}-\frac{3F^2z_*^2}{8\Delta}
=-\frac{z_*^2}{2\eta}\left(1+\frac{3V_b}{2\Delta}\right).$$

At the dominant strength, $z_*^2/(2\eta)=V_b(T_0/T)^2$. This is proportional to $V_b^{1/3}$, because $T_0^2\propto V_b^{-2/3}$. The averaged exponent changes by $\beta\delta L$ to first order. Its derivative changes the excess by

$$\delta\left(1-\frac1n\right)=-
\left(\frac{T_0}{T}\right)^2\left(\frac13+\frac{2V_b}{\Delta}\right).\tag{13}$$

The law therefore also needs $(T_0/T)(1/3+2V_b/\Delta)\ll1$. Cooling improves $s^2\gg1$ but worsens this condition.

## Worked example: a silicide contact on silicon

Take the regime of platinum silicide on n-type silicon, with a rough barrier of 0.85 eV, $N=10^{16}$ cm$^{-3}$, relative permittivity 11.7 and forward bias 0.20 V. The patch parameters are chosen: $\sigma=2.6$ V$^{1/3}$ nm$^{2/3}$ ($5.6\times10^{-5}$ V$^{1/3}$ cm$^{2/3}$), $c=5\times10^{10}$ cm$^{-2}$ and $\Delta=0.40$ V.

At 200 K, $1/\beta=17.235$ mV. Boltzmann statistics with a density-of-states mass of 1.08 electron masses give $V_n=0.1264$ V, so

$$V_b=0.85-0.1264-0.20=0.5236\ \text{V}.$$

With $\eta=6.466\times10^4$ nm²/V, one finds $W=260$ nm, $F=0.0402$ MV/cm and $s^2=9.177$. Hence

$$\frac{T_0}{T}=\frac{9.177\times0.017235}{3\times0.5236}=0.1007,
\qquad T_0=20.1\ \text{K}.$$

The law gives $n=1/(1-0.1007)=1.112$; the first-order form gives 1.101. In the linear-field model with constant area, the dominant patch has $R=13.5$ nm, a saddle 26.2 nm deep and a lowering of 0.158 V. It is pinched off, since $\Delta/(RF)=7.4$.

The area correction reduces the excess to $0.1007(1-1/9.177)=0.0897$, or $n=1.099$. The patches carry a share $w=0.979$, which brings $n$ to 1.096. The cut-off at $\gamma=0$ is unimportant here: with constant area it changes $n$ by about $2\times10^{-4}$.

A numerical average removes the far-field and linear-field approximations. It uses (4), the parabolic band and a saddle found by root search for each of 48 Gauss–Legendre points over $0<\gamma<8\sigma$. Laplace's equation on the axis supplies the lateral curvature $a=p''(z)/4$, and the area remains $\pi/(\beta a)$. A central difference in bias then gives $n=1.065$. The harmonic area limits the accuracy of this value. Replacing it by the least flux through a curved surface that closes off each patch raises $n$ by about 0.004 at 200 K and 0.006 at 260 K.

Compared with the harmonic-area average, the law overstates $1-1/n$ by a factor $0.1007/0.0613=1.64$. After the area and background corrections, the remaining difference is roughly accounted for by (13), which gives

$$-(0.1007)^2\left(0.333+\frac{2\times0.5236}{0.40}\right)=-0.030.$$

Without the uniform barrier, the numerical average has an excess of 0.064, a change of $-0.026$ from 0.0897, so the first-order estimate (13) is slightly too large. The patches carry a share of 0.957 in this average, which brings 0.064 down to 0.061. The finite patch size, rather than band curvature, supplies most of (13).

At fixed bias the same calculations give:

| $T$ (K) | $T_0$ (K) | $n$, law | $n$, finite | $T(1-1/n)$, finite (K) |
|---|---|---|---|---|
| 160 | 19.8 | 1.141 | 1.084 | 12.4 |
| 180 | 19.9 | 1.125 | 1.075 | 12.5 |
| 200 | 20.1 | 1.112 | 1.065 | 12.3 |
| 220 | 20.3 | 1.102 | 1.056 | 11.7 |
| 240 | 20.6 | 1.094 | 1.048 | 11.0 |
| 260 | 20.8 | 1.087 | 1.040 | 10.0 |

The small rise of $T_0$ comes from the growth of $V_n$, which reduces $V_b$. The last column has a broad maximum near 180 K. It falls on warming and also on cooling: the same calculation gives 12.1 K at 140 K and 10.7 K at 100 K, where the finite-patch correction is larger. On warming, the area correction grows and the uniform barrier takes a larger share, while the finite-patch correction shrinks. The near-constancy around the maximum does not validate (1): its level is well below the true model $T_0$. Using 12.3 K in (1) at 200 K would return a $\sigma$ too small by the factor $\sqrt{12.3/20.1}=0.78$.

## Real contacts and use of the formula

The patch density and depth are assumptions, not properties established for platinum silicide. Real patches need not be circular or share one $\Delta$; replacing point dipoles in a linear field by finite discs in a parabolic band already moves $n$ from 1.096 to 1.065. With $A^*$ set to 112 A cm$^{-2}$ K$^{-2}$, the linear-field model gives $9\times10^{-9}$ A/cm² at 200 K. Recombination and edge leakage can matter at such small currents and are not included.

Other omissions at 200 K have these sizes:

- The tail of mobile electrons replaces $V_b$ by $V_b-kT/q$ in $W$ and $F$. This raises $n$ by about 0.001, both in the law and in the numerical average.
- Image-force lowering is $\sqrt{qF/(4\pi\varepsilon)}=22$ mV at the uniform interface. It scales as $V_b^{1/4}$ and gives that path an excess of $22.3/(4\times523.6)=0.011$. At the patch saddle the image potential $q/(16\pi\varepsilon z_*)$ is 1.2 mV. If $\Phi_0$ is the barrier before image lowering, the main effect is on the patch share: the uniform current grows by a factor $e^{22.3/17.2}\approx3.6$. In the numerical average the share then falls from 0.957 to about 0.87, and $n$ from 1.065 to about 1.060. The weakest patches are left out of this estimate, because the harmonic area fails for them once the image term is added.
- Tunnelling along $z$, taken alone, would add about 2% to the saddle current. This is the leading term $(\hbar\omega/2kT)^2/6$ for the saddle curvature $3F/z_*$ and a mass of 0.26 electron masses. In the linear-field model with an isotropic mass, the zero-point energy of the lateral motion cancels this gain at the same order, because the curvatures of a Laplace potential sum to zero.
- Patches with $\gamma>\gamma_*-\sigma$ have a typical spacing of 217 nm, well above $z_*$. The dipole fields of all patches, placed at random, still give a potential at depth $z_*$ that varies by 5 mV rms about its mean. The mean itself, $\pi c\langle D\rangle=6.5$ mV, lowers every saddle but not the uniform interface. Applied as a uniform shift, it raises the current by a factor of about 1.4 and $n$ by about 0.001.
- A half-ball of radius $z_*$ contains 0.38 donors on average, and one donor at distance $z_*$ from the saddle has a bare potential there of $q/(4\pi\varepsilon z_*)=4.7$ mV. Its image in the metal reduces this, to 2.6 mV for a donor at the same depth as the saddle. Continuous doping is thus an average description. The effect of this disorder on $n$ is not determined here.

For implementation, compute $V_b$ at each temperature and bias, then $s$, $T_0/T$ and $w$. Within the model, equation (1) is adequate when $s^2\gg1$, $w\approx1$, the dominant patch is pinched off and isolated, and (13) is small compared with $T_0/T$. The first and last conditions compete, because $s^2=3\beta V_bT_0/T$. Their relative errors, $1/s^2$ and $(T_0/T)(1/3+2V_b/\Delta)$, add up to at least

$$2\sqrt{\frac{1/3+2V_b/\Delta}{3\beta V_b}},$$

which is 0.36 for this contact at 200 K. This bounds the sum of two first-order estimates, not the true error. At the chosen patch density, the numerical average for $\sigma$ from 1.6 to 3.4 V$^{1/3}$ nm$^{2/3}$ falls short of $T_0/T$ by about 39% at best, or 36% with the least-flux area, so no $\sigma$ in that range makes (1) accurate. In such cases, use (1) as a guide to the trend and average the finite-patch saddles numerically before fitting $\sigma$.
